\section*{Critical radius of a dopant precipitate at tenfold supersaturation}

\section*{Problem}

A semiconductor beside a metal contact holds ten times as much dissolved dopant as it can hold in equilibrium at $T=1000$ K. The excess can leave the solution as small precipitates of pure dopant. The interface energy is $\gamma=0.2\ \mathrm{J/m^2}$ and each precipitated atom occupies $v=0.02\ \mathrm{nm^3}$.

(a) Estimate the critical radius, the number of atoms in the critical precipitate and the work needed to form it.

(b) Judge whether continuum nucleation theory can be trusted for these numbers.

\section*{Assumptions}

The precipitate is a sphere with a sharp interface, whose energy per area depends neither on direction nor, at first, on curvature. It is incompressible and free of strain, and the surrounding solution is large enough that one precipitate does not deplete it. The supersaturation $S$ is the ratio of the dopant's activity to its value in equilibrium with a flat precipitate interface. For a dilute, ideal, neutral solute it is also the concentration ratio.

The convenient units are nm and eV:
\begin{equation}
kT=0.08617\ \mathrm{eV},\qquad \gamma=1.248\ \mathrm{eV/nm^2}.
\end{equation}

\section*{Solution of (a)}

\subsection*{Driving force per atom}

Let $N$ dopants occupy $M$ equivalent lattice sites, each with energy $e$. There are $\Omega(N)=M!/[N!(M-N)!]$ arrangements, so the free energy is $F(N)=Ne-kT\ln\Omega(N)$. The chemical potential is the cost of the last dopant added:
\begin{align}
\mu&=F(N)-F(N-1)=e+kT\ln\frac{\Omega(N-1)}{\Omega(N)}\nonumber\\
&=e+kT\ln\frac{N}{M-N+1}.
\end{align}
For $N\ll M$ the denominator is nearly $M$, and $\mu=e+kT\ln(N/M)$. At the equilibrium concentration $\mu$ equals the chemical potential of the bulk precipitate. An atom that leaves the supersaturated solution for the bulk precipitate therefore lowers the free energy by
\begin{equation}
\Delta\mu=kT\ln S=0.08617\times2.3026\ \mathrm{eV}=0.198\ \mathrm{eV}.
\end{equation}
The dilute limit is adequate here. For occupied fractions of 0.0006 and 0.006, the full counting formula gives $2.308\,kT$ instead of $2.303\,kT$.

\subsection*{Radius and barrier}

A sphere of radius $r$ costs the energy of its surface and gains $\Delta\mu$ for each of its $4\pi r^3/(3v)$ atoms:
\begin{equation}
W(r)=4\pi r^2\gamma-\frac{4\pi r^3}{3v}\,\Delta\mu .
\end{equation}
Its derivative is
\begin{equation}
\frac{dW}{dr}=8\pi\gamma r-\frac{4\pi r^2}{v}\Delta\mu ,
\end{equation}
which vanishes at a nonzero radius when
\begin{equation}
r^*=\frac{2\gamma v}{\Delta\mu}=\frac{2\gamma v}{kT\ln S}.
\end{equation}
The second derivative there is $8\pi\gamma-8\pi r^*\Delta\mu/v=8\pi\gamma-16\pi\gamma=-8\pi\gamma$. It is negative, so $r^*$ is a maximum of the work: a smaller precipitate lowers its free energy by dissolving, a larger one by growing. To find the height, substitute $\Delta\mu/v=2\gamma/r^*$:
\begin{equation}
W^*=4\pi\gamma r^{*2}-\frac{4\pi r^{*3}}{3}\,\frac{2\gamma}{r^*}
=\frac{4\pi}{3}\gamma r^{*2}.
\end{equation}

The numbers are
\begin{align}
r^*&=\frac{2\times1.248\times0.020}{0.1984}\ \mathrm{nm}\approx0.25\ \mathrm{nm}\approx4.8\ \text{bohr},\\
n^*&=\frac{4\pi(0.2516)^3}{3\times0.020}\approx3.3,\\
W^*&=\frac{4\pi}{3}\times1.248\times(0.2516)^2\ \mathrm{eV}\approx0.33\ \mathrm{eV}\approx3.8\,kT .
\end{align}

As $S\to1$ from above, $\ln S\approx S-1$ and the radius diverges as $2\gamma v/[kT(S-1)]$. For $S<1$ both terms of $W$ are positive, and no precipitate of any size is favoured.

A further relation helps in judging the result. Multiplying the number of atoms by the driving force gives
\begin{equation}
n^*\Delta\mu=\frac{4\pi r^{*3}}{3v}\,\frac{2\gamma v}{r^*}=2W^*,
\qquad\text{so}\qquad \frac{W^*}{kT}=\frac{n^*\ln S}{2}.
\label{eq:half}
\end{equation}
At a fixed, large supersaturation, a barrier of a few $kT$ goes with a nucleus of a few atoms.

\section*{Solution of (b)}

The radius is smaller than the lattice spacing $v^{1/3}=0.27$ nm of a simple cubic crystal with the same atomic volume. A cluster of three or four atoms has no interior that could be called bulk precipitate, and no interface with a measurable area. The following estimates show how much this matters.

\subsection*{The work assigned to a single atom}

A sphere of $n$ atoms has radius $(3nv/4\pi)^{1/3}$ and area $4\pi(3nv/4\pi)^{2/3}=(36\pi)^{1/3}(nv)^{2/3}$. Hence
\begin{equation}
W(n)=\gamma(36\pi)^{1/3}(nv)^{2/3}-n\Delta\mu .
\end{equation}
This gives $W(1)=2.86\,kT$, $W(3)=3.83\,kT$ and $W(4)=3.80\,kT$. But a single dissolved dopant is part of the solution from which the work is counted, so no work should be assigned to it. Measured from $W(1)$, the barrier is only $0.98\,kT$.

The choice has consequences. If the population of critical nuclei is taken proportional to $e^{-W^*/kT}$ with a fixed prefactor, subtracting $W(1)$ multiplies it by $e^{2.86}\approx17$. The continuum formula does not settle this factor.

\subsection*{Sensitivity to the interface energy}

Substitution of $r^*$ into $W^*$ gives
\begin{equation}
W^*=\frac{16\pi}{3}\frac{\gamma^3v^2}{\Delta\mu^2}.
\end{equation}
At fixed $v$ and $\Delta\mu$, changing $\gamma$ from 0.1 to $0.3\ \mathrm{J/m^2}$ raises the barrier from 0.48 to $13\,kT$.

The interface energy may also depend on curvature. Write $\gamma(r)=\gamma(1-2\delta/r)$ to first order, where $\delta$ is a length set by the structure of the interface. The work changes by $-8\pi\gamma\delta r$. At a maximum, a small added term shifts the height to first order by its value there:
\begin{equation}
\frac{\Delta W^*}{W^*}\approx-\frac{8\pi\gamma\delta r^*}{4\pi\gamma r^{*2}/3}
=-\frac{6\delta}{r^*}.
\end{equation}
An assumed $\delta=0.03$ nm, about a ninth of the lattice spacing, thus removes about 70 percent of the barrier at first order.

Maximizing the full work with this law gives $1.3\,kT$. The law $\gamma/(1+2\delta/r)$, which agrees with it to first order in $\delta/r$, gives $1.8\,kT$. With $\delta=-0.03$ nm the two barriers are 6.7 and $7.6\,kT$. The sign and size of $\delta$ matter more here than the choice between the two laws.

For larger positive $\delta$ the truncated law fails altogether. Its stationary condition is
\begin{equation}
8\pi\gamma(r-\delta)-\frac{4\pi r^2}{v}\Delta\mu=0 .
\end{equation}
Dividing by $8\pi\gamma$ and using $\Delta\mu/v=2\gamma/r^*$ gives $r-\delta-r^2/r^*=0$, or
\begin{equation}
r=\frac{r^*}{2}\left(1\pm\sqrt{1-\frac{4\delta}{r^*}}\right).
\end{equation}
The upper sign is the maximum. No real solution remains when $\delta>r^*/4=0.063$ nm, a length well below an atomic spacing. The barrier is lost even earlier. The work is $W=4\pi\gamma r\,[r-2\delta-2r^2/(3r^*)]$, and requiring $W=0$ at the maximum gives $r=3r^*/4$ and $\delta=3r^*/16=0.047$ nm. Beyond this length the maximum lies below zero.

\subsection*{A cluster made of discrete atoms}

Replace the sphere by cubes of volume $v$ joined on a simple cubic lattice. Each exposed face costs $\gamma v^{2/3}=1.067\,kT$. A cluster of $n$ cubes with $b$ shared faces exposes $A=6n-2b$ faces, and its work is
\begin{equation}
W_{\mathrm{lat}}(n)=\gamma v^{2/3}A(n)-n\Delta\mu .
\end{equation}
The fair continuum comparison is a cube of side $L$, with work $6\gamma L^2-\Delta\mu L^3/v$. Setting its derivative $12\gamma L-3\Delta\mu L^2/v$ to zero gives $L^*=4\gamma v/\Delta\mu$. Since $\Delta\mu/v=4\gamma/L^*$,
\begin{equation}
W^*_{\mathrm{cube}}=6\gamma L^{*2}-4\gamma L^{*2}=2\gamma L^{*2}
=\frac{32\gamma^3v^2}{\Delta\mu^2}=7.3\,kT .
\end{equation}

The fewest exposed faces were found by listing every cluster of up to seven atoms. Larger clusters were grown compactly, one atom at a time. The highest work on this path occurs at five atoms, which share at most five faces and so expose $30-10=20$:
\begin{equation}
W_{\mathrm{lat}}(5)=20\times1.067\,kT-5\times2.303\,kT=9.8\,kT .
\end{equation}
This is 34 percent above the continuum cube. At the weaker supersaturation $S=1.65$, with the face energy unchanged, the highest point of the compact path lies at 669 atoms, and the excess is 7.4 percent. The relative error of the continuum barrier is smaller for the larger nucleus, but the absolute difference grows from about 2.5 to about $11.5\,kT$. If only the lowest-energy shape is counted, this difference enters an exponential, and the predicted population of critical nuclei is not improved.

Measured from a single atom, the work of the most compact five-atom shape is $(20-6)\times1.067\,kT-(5-1)\times2.303\,kT=5.7\,kT$, against $0.98\,kT$ for the sphere. This is not yet the free-energy barrier of the lattice model, because a cluster of $n$ atoms can take many shapes and orientations. Together they give
\begin{equation}
F_{\mathrm{lat}}(n)=-kT\ln\sum_{\text{shapes}}e^{-W_{\mathrm{lat}}/kT}.
\end{equation}
Five atoms, for example, have 534 arrangements, of which 48 expose only 20 faces. Among clusters of up to eight atoms, the maximum of $F_{\mathrm{lat}}$ is at three atoms, only $1.2\,kT$ above the single atom. The maximum is flat, just $0.01\,kT$ above the value for four atoms, and from four to eight atoms the most compact shapes carry less than half of the sum. That this is close to the result for the sphere does not validate the continuum formula. The lattice model is no prediction for a real dopant. It shows that replacing the sphere by compact discrete clusters, and then counting all their shapes, can each change the barrier by several $kT$, and that these changes can partly cancel.

\subsection*{Ionized dopants}

In a doped semiconductor, a donor usually dissolves as a positive ion and an electron. To form a neutral precipitate, both must leave the solution. If ``tenfold'' refers to the concentration $c$, the driving force is then
\begin{equation}
\frac{\Delta\mu}{kT}=\ln\frac{c}{c_{\mathrm{eq}}}+\eta(c)-\eta(c_{\mathrm{eq}}),
\end{equation}
where $\eta$ is the electron chemical potential above the band edge, divided by $kT$. For a parabolic band with effective density of states $N_c$, it follows from the electron density, here called $n$, through
\begin{equation}
n=N_c\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}} .
\end{equation}
If $\eta$ is large and negative, the integral is $(\sqrt\pi/2)e^\eta$, so $\eta=\ln(n/N_c)$. When, in addition, the region is electrically neutral and the dopants supply nearly all the electrons, $n=c$, and the driving force doubles to $2kT\ln(c/c_{\mathrm{eq}})$. In a depletion layer at the metal contact, $n<c$ and the driving force is smaller. It can change sign: with the values used below and the same $c$, it vanishes where $\eta=\eta(c_{\mathrm{eq}})-\ln10=-1.71-2.30=-4.01$, that is, where the electron chemical potential lies 0.35 eV below the band edge. Where it lies deeper, the solution is undersaturated. The estimate below is for the neutral region.

Take $c_{\mathrm{eq}}=3\times10^{19}$ and $c=3\times10^{20}\ \mathrm{cm^{-3}}$, with $N_c=1.76\times10^{20}\ \mathrm{cm^{-3}}$. The intrinsic density, about $1.7\times10^{18}\ \mathrm{cm^{-3}}$ for an assumed gap of 0.8 eV and equal effective densities of states in the two bands, is small enough to neglect. Filling of the band makes the electron term $2.83\,kT$, more than the nondegenerate $2.30\,kT$. The total is $5.13\,kT$, and
\begin{equation}
r^*=0.2516\times\frac{2.303}{5.134}\ \mathrm{nm}=0.11\ \mathrm{nm}.
\end{equation}
This sphere holds $3.34\times(2.303/5.134)^3\approx0.3$ atom. A single atom already lies beyond the formal maximum, so the continuum formula gives no barrier between one atom and larger clusters. The digits of $5.13\,kT$ belong to a model of noninteracting ions and electrons in a parabolic band. A nonparabolicity of $0.5\ \mathrm{eV^{-1}}$ lowers the electron term to $2.71\,kT$. With a dielectric constant of 11.7, the Coulomb energy at the distance $(3/4\pi c)^{1/3}$ rises from 0.7 to $1.5\,kT$ between the two densities, so screening can lower the total by half a $kT$ or more. The formal nucleus stays below one atom as long as the driving force exceeds $3.44\,kT$.

\subsection*{Coherency strain}

Strain acts in the opposite direction. Now let the precipitate be elastic, with the same bulk modulus $K$ and shear modulus $G$ as the host. Its unstressed radius is larger than the hole of radius $R$ by a fraction $\varepsilon$. Inside, the displacement is $u=ar$ and the energy density is $\frac92K(a-\varepsilon)^2$. Outside, $u=aR^3/r^2$, with strains $-2a(R/r)^3$, $a(R/r)^3$ and $a(R/r)^3$. Their sum is zero, so only shear energy remains, with density $6Ga^2(R/r)^6$. Integrated over the host, it gives
\begin{equation}
4\pi\,6Ga^2R^6\int_R^\infty\frac{dr}{r^4}=6Ga^2\,\frac{4\pi R^3}{3}.
\end{equation}
The energy per precipitate volume is therefore $\frac92K(a-\varepsilon)^2+6Ga^2$. It is least at $a=3K\varepsilon/(3K+4G)$, where
\begin{equation}
w=\frac{72KG^2+54K^2G}{(3K+4G)^2}\varepsilon^2
=\frac{18KG}{3K+4G}\varepsilon^2=\frac{2G(1+\nu)}{1-\nu}\varepsilon^2 .
\end{equation}
The last form uses $3K=2G(1+\nu)/(1-2\nu)$, with Poisson ratio $\nu$. For $G=60$ GPa, $\nu=0.22$ and an assumed $\varepsilon=0.03$, the cost is $wv=0.021$ eV per atom, or 11 percent of the neutral driving force. Replacing $\Delta\mu$ by $\Delta\mu-wv$ raises the radius to 0.28 nm and the barrier to $4.8\,kT$.

\subsection*{Cases compared}

Each row changes the stated quantity and holds the other inputs at their original values. The atom numbers are formal values of the continuum formula.

\begin{center}
\begin{tabular}{lccc}
Case & $r^*$ (nm) & $n^*$ & $W^*/kT$\\
\hline
Neutral dopant, $S=10$ & 0.25 & 3.3 & 3.8\\
$\gamma=0.1\ \mathrm{J/m^2}$ & 0.13 & 0.4 & 0.5\\
$\gamma=0.3\ \mathrm{J/m^2}$ & 0.38 & 11 & 13\\
With 3 percent misfit & 0.28 & 4.7 & 4.8\\
Ionized, $c/c_{\mathrm{eq}}=10$ & 0.11 & 0.3 & 0.8\\
Neutral dopant, $S=2.1$ & 0.78 & 100 & 37
\end{tabular}
\end{center}

The last row asks when the nucleus would hold 100 atoms. Its radius is $(300v/4\pi)^{1/3}=0.78$ nm, which requires $\ln S=2\gamma v/(r^*kT)=0.74$. Equation~(\ref{eq:half}) then gives $100\times0.74/2=37$. The continuum picture is more reasonable there, but the barrier makes nucleation without a favourable site far less likely. One hundred atoms is an illustrative size, not a sharp limit of validity.

\subsection*{Comparison with doped silicon}

The atomic volume, dopant densities, band and elastic parameters are rough values for heavily doped silicon. The interface energy and misfit are assumptions, not data for a particular dopant. The assumption of a pure dopant precipitate can fail: phosphorus and arsenic can form the compounds SiP and SiAs. If each dopant then brings one silicon atom with it, the precipitate volume per dopant is roughly $2v$. At fixed $\gamma$ and $\Delta\mu$, the neutral estimate becomes $r^*\approx0.50$ nm and $W^*\approx15\,kT$, since these vary as $v$ and $v^2$. The electron contribution would reduce both again. Gap narrowing, dopant complexes, interface charge, elastic anisotropy and nucleation on the contact itself are left out.

\subsection*{Judgement}

The estimate $r^*\approx0.25$ nm is useful as a length scale: for the given data, the nucleus is atomic in size. It should not be read as the radius of a real sphere, and the barrier of $3.8\,kT$ should not be used to predict a nucleation rate. A quantitative answer needs the free energies of individual small clusters, including their charge states, and the rates at which atoms join and leave them. The numerical output following this text gives most of the values in more detail.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 1000 K; kT: 0.08617 eV
Interface energy: 0.20 J/m^2 = 1.2483 eV/nm^2
Volume per atom: 0.020 nm^3
Activity ratio S: 10.0; ln S: 2.3026
Driving force per atom: 0.1984 eV
Critical radius: 0.2516 nm = 4.755 bohr
Critical radius by maximization: 0.2516 nm
Atoms in critical sphere: 3.338
Barrier: 0.3311 eV = 3.843 kT
Barrier for gamma 0.1 J/m^2: 0.480 kT
Barrier for gamma 0.3 J/m^2: 12.969 kT
Continuum work, 1 atom(s): 2.859 kT
Continuum work, 3 atom(s): 3.829 kT
Continuum work, 4 atom(s): 3.796 kT
Rise from one atom to barrier: 0.984 kT
Boltzmann factor of one-atom work: 17.44
Driving force from site counting: 2.3080 kT
Curvature length -0.030 nm, truncated: 6.744 kT
Curvature length -0.030 nm, resummed: 7.580 kT
Curvature length +0.030 nm, truncated: 1.274 kT
Curvature length +0.030 nm, resummed: 1.788 kT
Length removing truncated stationary point: 0.0629 nm
Lattice spacing: 0.2714 nm
Energy per lattice face: 1.0673 kT
Lattice nucleus at S=10: 5 atoms
Lattice barrier at S=10: 9.834 kT
Continuum cube barrier at S=10: 7.339 kT
Lattice excess at S=10: 34.0 percent
Weak supersaturation S: 1.649; ln S: 0.50
Weak-case lattice nucleus: 669 atoms
Weak-case lattice barrier: 167.15 kT
Weak-case cube barrier: 155.64 kT
Weak-case lattice excess: 7.4 percent
Equilibrium dopant density: 3.00e+19 cm^-3
Supersaturated dopant density: 3.00e+20 cm^-3
Density-of-states mass: 1.10 electron masses
Effective band density: 1.762e+20 cm^-3
Gap: 0.80 eV; intrinsic density: 1.70e+18 cm^-3
Carrier part of driving force: 2.8309 kT
Total ionized driving force: 5.1335 kT
Ionized-dopant critical radius: 0.1129 nm
Ionized-dopant barrier: 0.773 kT
Shear modulus: 60 GPa; Poisson ratio: 0.22
Linear misfit: 3.0 percent
Strain energy per atom: 0.0211 eV
Strain share of driving force: 10.6 percent
Critical radius with strain: 0.2816 nm
Barrier with strain: 4.811 kT
S for a 100-atom nucleus: 2.099
Radius of 100-atom nucleus: 0.7816 nm
Barrier of 100-atom nucleus: 37.07 kT
\end{verbatim}
